\section*{Do electron-electron collisions change the mobility?}

\section{The belief}

\textbf{Q:} Collisions between electrons conserve their total momentum. In a parabolic band the current is proportional to that momentum. So these collisions cannot affect the mobility, and I leave them out. What could be wrong with that?

\textbf{A:} Both premises are right, but the conclusion does not follow. In a steady state the field supplies momentum and something external, impurities or phonons, removes it. Electron-electron (e-e) collisions remove none. They do decide which electrons carry the momentum, and if slow and fast electrons lose it at different rates, the loss rate for a given total momentum changes. The drift at which loss balances the field then changes too.

\textbf{Q:} I would like to see that in the Boltzmann equation.

\textbf{A:} Take one isotropic parabolic band of mass $m$, nondegenerate electrons, a weak constant force $F$ along $z$, and external scattering that is elastic or nearly so, with relaxation time $\tau(E)$ and rate $\nu=1/\tau$. Let $f_0\propto e^{-x}$ with $x=E/kT=mv^2/2kT$, and write
\begin{equation}
f=f_0\left[1+\frac{F}{kT}\,v_z\,g(x)\right].
\end{equation}
The unknown $g$ has the unit of time. To first order in $F$ the driving term is $(F/m)\,\partial f_0/\partial v_z=-(F/kT)v_zf_0$. External scattering contributes $-(f-f_0)/\tau=-(F/kT)f_0v_z\,\nu g$. By isotropy the linearized e-e term has the same angular form, $-(F/kT)f_0v_z\,\mathcal Cg$, where $\mathcal C$ is a linear operator acting on functions of $x$. Cancelling the common factor $-(F/kT)f_0v_z$ leaves
\begin{equation}
\nu g+\mathcal C g=1. \label{kin}
\end{equation}

The drift velocity is the mean of $v_z$. Replacing $v_z^2$ by $v^2/3=2xkT/3m$ and using the Maxwellian energy weight $x^{1/2}e^{-x}/\Gamma(3/2)$,
\begin{equation}
u=\frac{F}{kT}\,\frac{2kT}{3m}\int_0^\infty\frac{x^{3/2}e^{-x}g}{\Gamma(3/2)}\,dx=\frac Fm\langle g\rangle,
\quad
\langle h\rangle=\int_0^\infty\frac{x^{3/2}e^{-x}h}{\Gamma(5/2)}\,dx,
\end{equation}
because $\Gamma(5/2)=\tfrac32\Gamma(3/2)$. Note that $\langle1\rangle=1$. With $|F|$ equal to $e$ times the field, the mobility is $\mu=(e/m)\langle g\rangle$.

\section{What momentum conservation does say}

\textbf{Q:} Where does conservation enter?

\textbf{A:} Through $\mathcal C$. Let $\Phi=v_zg$ and $\Psi=v_zh$, and let $\Delta\Phi$ be the change of $\Phi(\mathbf v_1)+\Phi(\mathbf v_2)$ in a collision. Collisions change $\int\Psi f\,d^3v$ at the rate $\tfrac12\int f_1f_2W\Delta\Psi$, where $W$ is the transition rate, the integral runs over initial and final velocities, and the half prevents counting each pair twice. To first order $f_1f_2=f_{01}f_{02}[1+(F/kT)(\Phi_1+\Phi_2)]$. The zeroth-order term vanishes because $f_0$ is in equilibrium.

Now exchange initial and final states. $W$ is symmetric, $f_{01}f_{02}$ is unchanged by energy conservation, and $\Delta\Psi$ changes sign. Averaging the two forms turns $\tfrac12(\Phi_1+\Phi_2)\Delta\Psi$ into $-\tfrac14\Delta\Phi\,\Delta\Psi$. By the definition of $\mathcal C$ the same rate is $-(F/kT)\int f_0v_z^2\,h\,\mathcal Cg\,d^3v=-(F/kT)\,n(kT/m)\langle h\,\mathcal Cg\rangle$, with $n$ the electron density. Hence
\begin{equation}
\frac{nkT}{m}\langle h\,\mathcal Cg\rangle=\frac14\int f_{01}f_{02}\,W\,\Delta\Phi\,\Delta\Psi . \label{form}
\end{equation}
So $\mathcal C$ is symmetric and $\langle g\,\mathcal Cg\rangle\ge0$. For constant $h$, $\Delta\Psi\propto\Delta(v_{1z}+v_{2z})=0$, which gives $\langle\mathcal Cg\rangle=0$ for every $g$. Averaging (\ref{kin}) then yields
\begin{equation}
\langle\nu g\rangle=1. \label{balance}
\end{equation}
This is your conservation law: the external scatterers alone balance the force, however strong the e-e collisions are. But (\ref{balance}) fixes $\langle\nu g\rangle$, while the mobility needs $\langle g\rangle$. The first determines the second if $\nu$ does not depend on energy.

\textbf{Q:} So there is a case in which I am right?

\textbf{A:} Yes. If $\tau$ is constant, $g=\tau$ solves (\ref{kin}) for any e-e strength, since $\mathcal C$ annihilates constants, and $\mu=e\tau/m$ throughout.

\section{Weak and strong collisions}

\textbf{Q:} And if $\tau$ does depend on energy?

\textbf{A:} Without e-e collisions, (\ref{kin}) gives $g=\tau$ and
\begin{equation}
\mu_0=\frac em\langle\tau\rangle .
\end{equation}
For the opposite limit, multiply (\ref{kin}) by $g$ and average:
\begin{equation}
\langle\nu g^2\rangle+\langle g\,\mathcal Cg\rangle=\langle g\rangle. \label{power}
\end{equation}
The right side stays bounded, as I show below. If $\mathcal C$ is scaled up by a growing factor, the form (\ref{form}) taken with the unscaled operator must therefore tend to zero. For Coulomb collisions it vanishes for constant $g$ and for no other $g$, which I also owe you. In any finite expansion of $g$ this forces $g$ to a constant. Then $u=Fg/m$ and
\begin{equation}
f=f_0\left(1+\frac{m u v_z}{kT}\right),
\end{equation}
which is a Maxwellian shifted by $u$, to first order in $u$. The balance (\ref{balance}) sets the constant to $g=1/\langle\nu\rangle$, so
\begin{equation}
\mu_\infty=\frac em\,\frac1{\langle1/\tau\rangle}.
\end{equation}
One limit averages the time, the other averages the rate.

\textbf{Q:} Could the mobility leave the range between these values at some intermediate strength?

\textbf{A:} No. Replace $\mathcal C$ by $\lambda\mathcal C$, set $K=\nu+\lambda\mathcal C$, and differentiate $Kg=1$ with respect to $\lambda$: $K\,\partial_\lambda g=-\mathcal Cg$. Since $1=Kg$ and $K$ is symmetric,
\begin{equation}
\partial_\lambda\langle g\rangle=\langle(Kg)\,\partial_\lambda g\rangle=\langle g\,K\partial_\lambda g\rangle=-\langle g\,\mathcal Cg\rangle\le0 .
\end{equation}
The mobility never rises with e-e strength, so $\mu\le\mu_0$; this is the bound I used after (\ref{power}). For the lower bound apply the Cauchy--Schwarz inequality to the non-negative form $\langle h\,Kg\rangle$ with $h=1$:
\begin{equation}
1=\langle1\cdot Kg\rangle^2\le\langle1\cdot K1\rangle\,\langle g\,Kg\rangle=\langle\nu\rangle\langle g\rangle .
\end{equation}
The last step uses $\mathcal C1=0$ and $Kg=1$. Hence $\mu_\infty\le\mu\le\mu_0$.

\section{Impurities and acoustic phonons}

\textbf{Q:} How far apart are the limits for real scattering laws?

\textbf{A:} Let $\tau=\tau_1x^s$. Then $\langle x^{\pm s}\rangle=\Gamma(5/2\pm s)/\Gamma(5/2)$, finite for $|s|<5/2$, and
\begin{equation}
\frac{\mu_\infty}{\mu_0}=\frac1{\langle x^s\rangle\langle x^{-s}\rangle}=\frac{\Gamma(5/2)^2}{\Gamma(5/2+s)\,\Gamma(5/2-s)} .
\end{equation}
Here $\Gamma(5/2)=\tfrac34\sqrt\pi$, whose square is $9\pi/16$.

For ionized impurities $s=3/2$, if the slowly varying Coulomb logarithm is frozen. The denominator is $\Gamma(4)\Gamma(1)=6$.

For acoustic phonons that couple through the deformation potential and have energies far below $kT$, the squared coupling grows as the phonon wave number $q$ and the phonon number falls as $1/q$. The transition rate is then independent of angle, and $1/\tau$ follows the density of final states, $\propto E^{1/2}$. So $s=-1/2$, and the denominator is $\Gamma(2)\Gamma(3)=2$. The results are
\begin{equation}
\left.\frac{\mu_\infty}{\mu_0}\right|_{\rm imp}=\frac{3\pi}{32}\approx0.295,
\qquad
\left.\frac{\mu_\infty}{\mu_0}\right|_{\rm ac}=\frac{9\pi}{32}\approx0.884 .
\end{equation}

\textbf{Q:} So the impurity mobility is cut by $3\pi/32$, a loss of some 30\%?

\textbf{A:} It is cut \emph{to} $3\pi/32$. That fraction remains, and the loss is 70.5\%. For acoustic phonons the largest loss is 11.6\%, not 88\%.

\textbf{Q:} Why is the impurity case so much worse?

\textbf{A:} Look at where momentum is lost. The loss at energy $x$ is weighted by $x^{3/2}e^{-x}\nu g$. Without e-e collisions $\nu g=1$, and electrons below $kT$ account for
\begin{equation}
\frac1{\Gamma(5/2)}\int_0^1x^{3/2}e^{-x}dx=15.1\%
\end{equation}
of the loss. In the strong limit $g$ is constant and $\nu\propto x^{-3/2}$ cancels the factor $x^{3/2}$. The share becomes $\int_0^1e^{-x}dx=1-1/e=63.2\%$. Fast electrons, which impurities hardly deflect, have passed momentum to slow ones, which lose it quickly. With acoustic phonons the roles are reversed: slow electrons live longer and feed the fast ones. The loss is milder because $\tau$ varies less with energy.

\section{How strong are the collisions really?}

\textbf{Q:} Does a doped semiconductor reach the limit?

\textbf{A:} Compare the two kinds of Coulomb collision. Let $\kappa=e^2/4\pi\varepsilon$, with $\varepsilon$ the permittivity. An electron passing a fixed, singly charged impurity at distance $b$ receives a small transverse kick $\delta=2\kappa/(mbv)$. For two electrons with relative velocity $\mathbf w$ the reduced mass is $m/2$, so $\mathbf w$ changes by $4\kappa/(mbw)$. Each electron takes half of this, in opposite directions: again $\delta=2\kappa/(mbw)$.

For small kicks $\Delta\Phi=\boldsymbol\delta\cdot\mathbf D$ with $\mathbf D=\nabla\Phi(\mathbf v_1)-\nabla\Phi(\mathbf v_2)$. The mean over azimuth of $(\boldsymbol\delta\cdot\mathbf D)^2$ is $\tfrac12\delta^2D_\perp^2$, where $\perp$ means transverse to $\mathbf w$. Collisions at distance $b$ occur at a rate proportional to $w\,2\pi b\,db$. With $\ell=\int db/b$, equation (\ref{form}) becomes
\begin{equation}
\frac{nkT}{m}\langle g\,\mathcal Cg\rangle=\frac{\pi\kappa^2\ell}{m^2}\int\!\!\int f_{01}f_{02}\,\frac{D_\perp^2}{w}\,d^3v_1d^3v_2 , \label{ee}
\end{equation}
since $\tfrac14\cdot\tfrac12\cdot4\cdot2\pi=\pi$. This is the Landau form. For fixed impurities of density $N_I$ there is one moving particle and no double counting, so the prefactor $\tfrac14$ becomes $\tfrac12$:
\begin{equation}
\frac{nkT}{m}\langle\nu g^2\rangle=\frac{2\pi\kappa^2\ell}{m^2}N_I\int f_0\,\frac{|\nabla_{\!\perp}\Phi|^2}{v}\,d^3v ,
\end{equation}
with $\perp$ now transverse to $\mathbf v$. Each $f_0$ carries a factor $n$. If the two logarithms $\ell$ are taken as equal, the relative strength of e-e collisions is $n/N_I$.

Equation (\ref{ee}) also settles the uniqueness I owed you. Let the form vanish, and take $\mathbf v_1$ and $\mathbf v_2$ both perpendicular to $z$. There $\nabla\Phi=g\,\hat{\mathbf z}$, so $\mathbf D=(g_1-g_2)\hat{\mathbf z}$. This is transverse to $\mathbf w$, so $D_\perp=0$ demands $g_1=g_2$ for any two speeds.

\textbf{Q:} And the solution at finite strength?

\textbf{A:} I expanded $g$ in 14 polynomials of $x$ and solved (\ref{kin}) as a matrix equation. The fraction $\mu/\mu_0$ for impurities is
\begin{center}
\begin{tabular}{lcccccc}
$n/N_I$ & 0.1 & 0.3 & 1 & 3 & 10 & 100\\
$\mu/\mu_0$ & 0.89 & 0.76 & 0.58 & 0.44 & 0.35 & 0.30
\end{tabular}
\end{center}
For $n/N_I\ge3$ the expansion converges slowly, and digits beyond those shown are not reliable. When every electron comes from one ionized donor and there is no compensation, $n=N_I$ and 58\% of the mobility remains, twice the limiting value. Compensation makes $N_I>n$ and weakens the effect. Only when electrons far outnumber impurities is $3\pi/32$ approached.

The shape of $g$ shows the partial sharing. At $E=kT$, $g/\langle g\rangle$ is 0.22 without e-e collisions and 0.57 at $n=N_I$; at $4kT$ it is 1.77 and about 1.4. A drifted Maxwellian would have 1 at both energies.

As a test of the operator, matrix elements for the two lowest non-constant polynomials were also computed by random sampling of explicit two-electron deflections. The largest deviation was 0.6\%, relative to the geometric mean of the corresponding diagonal elements.

\section{Numbers for a model semiconductor}

\textbf{Q:} Put in some numbers.

\textbf{A:} Take $m=0.1\,m_e$, relative permittivity 12, $T=300$ K and $n=N_I=10^{16}$ cm$^{-3}$. The effective density of states is $7.9\times10^{17}$ cm$^{-3}$, so the electrons are nondegenerate.

For the impurity rate use the Born approximation with the screened potential $V(q)=e^2/[\varepsilon(q^2+\lambda^{-2})]$, where $\lambda=(\varepsilon kT/ne^2)^{1/2}=41$ nm. With wave number $k$, $y=1-\cos\theta$ and $q^2=2k^2y$,
\begin{align}
\frac1\tau&=N_I\frac{\hbar k}m\,2\pi\left(\frac{m}{2\pi\hbar^2}\right)^2\frac{e^4}{\varepsilon^2}\int_0^2\frac{y\,dy}{(2k^2y+\lambda^{-2})^2}\nonumber\\
&=\frac{N_Ime^4}{2\pi\hbar^3\varepsilon^2}\,k\,\frac{\Lambda}{4k^4}
=\frac{N_Ie^4\Lambda}{16\pi\sqrt{2m}\,\varepsilon^2E^{3/2}} .
\end{align}
The substitution $t=2k^2y$ gives the integral as $\Lambda/4k^4$, with $\Lambda=\ln(1+\beta^2)-\beta^2/(1+\beta^2)$ and $\beta=2k\lambda$. The last step uses $\hbar k=\sqrt{2mE}$.

Freezing $\Lambda$ at $E=3kT$, where $\tau$ times the weight $x^{3/2}e^{-x}$ peaks, gives $\Lambda=6.24$ and $\tau(kT)=1.57$ ps. Then
\begin{equation}
\mu_0=\frac em\,\tau(kT)\,\frac{\Gamma(4)}{\Gamma(5/2)}=\frac em\times1.57\ {\rm ps}\times4.51=1.25\times10^5\ {\rm cm^2/(V\,s)} .
\end{equation}
With e-e collisions at $n=N_I$, and the same frozen logarithm for both kinds of collision, this is multiplied by 0.58, giving $7.3\times10^4$. The strong limit would be $3.7\times10^4$ cm$^2$/(V\,s).

For the same electron gas with acoustic scattering alone, as if the donors were too remote to scatter, take $\tau(kT)=1$ ps. Then $\mu_0=(e/m)\times1\ {\rm ps}\times\Gamma(2)/\Gamma(5/2)=1.32\times10^4$ cm$^2$/(V\,s). E-e collisions, with the same operator $\mathcal C$ and the same frozen logarithm as in the impurity example, lower it to $1.27\times10^4$, a loss of 4\%, against a strong limit of $1.17\times10^4$.

\textbf{Q:} How far do you trust the frozen logarithm?

\textbf{A:} Not to two digits. With $\Lambda(x)$ kept under the integrals,
\begin{equation}
\frac{\mu_0}{\mu_\infty}=\langle\tau\rangle\langle1/\tau\rangle=\frac{32}{3\pi}\left[\int_0^\infty\frac{x^3e^{-x}}{6\,\Lambda}\,dx\right]\left[\int_0^\infty e^{-x}\Lambda\,dx\right].
\end{equation}
The first bracket averages $1/\Lambda$ with a weight whose mean energy is $4kT$; the second averages $\Lambda$ with a weight whose mean is $kT$. The first weight therefore samples mostly larger values of $\Lambda$ than the second, and for this $\Lambda$ the product of brackets is $0.295/0.408=0.72$. With the Born form of $\Lambda$ the limiting fraction is therefore 0.41 in this example, not 0.29. The general bounds still hold, with $\mu_0$ and $\mu_\infty$ computed from the true $\tau(E)$, but $3\pi/32$ belongs to the pure power law. The value at $n=N_I$ will shift as well; I have not computed by how much.

There are further approximations. The Born parameter $e^2/(4\pi\varepsilon\hbar v)$ is 0.35 at $3kT$, which is not very small. It grows as $E^{-1/2}$ and is about 0.6 at $kT$, the mean energy of the weight in the second bracket, so the second digit of 0.41 is not reliable either. The Landau form keeps the leading logarithm and omits exchange and dynamic screening.

\section{Where the argument changes}

\textbf{Q:} Does it carry over to a metal or a heavily doped sample?

\textbf{A:} The limiting formulas do, with the weight $x^{3/2}e^{-x}$ replaced by $x^{3/2}(-\partial f_0/\partial x)$, where $f_0$ is the Fermi function with chemical potential $\eta kT$. For large $\eta$,
\begin{equation}
J_p=\int_0^\infty x^p\left(-\frac{\partial f_0}{\partial x}\right)dx\approx\eta^p\left[1+\frac{\pi^2}{6}\frac{p(p-1)}{\eta^2}\right].
\end{equation}
The ratio is $\mu_\infty/\mu_0=J_{3/2}^2/(J_{3/2+s}J_{3/2-s})$. The powers of $\eta$ cancel. With $a=3/2$ the corrections combine as $2a(a-1)-(a+s)(a+s-1)-(a-s)(a-s-1)=-2s^2$, so
\begin{equation}
\frac{\mu_\infty}{\mu_0}\approx1-\frac{\pi^2s^2}{3\eta^2} .
\end{equation}
For $s=3/2$ and $\eta=20$ this is 0.9815; direct integration gives 0.9820. Carriers near the Fermi level share nearly the same $\tau$, so redistribution has little to act on. When $\eta$ is this large, neglecting e-e collisions in a single parabolic band is a good approximation. In a heavily doped semiconductor $\eta$ may be much smaller. At $\eta=5$ direct integration gives a limiting fraction of 0.80, and the effect need not be negligible.

Other changes go the opposite way. In a nonparabolic band, total velocity is not proportional to total momentum, so e-e collisions can alter the current directly. With umklapp processes, crystal momentum is not conserved, (\ref{balance}) fails, and the lower bound $\mu_\infty$ goes with it.

\textbf{Q:} Then what may I keep of my original statement?

\textbf{A:} That normal e-e collisions exert no net force on the electrons. To conclude that the mobility is unaffected, you also need a $\tau$ that is the same for all the electrons that carry the current. The numerical output below lists the main values used here.

\section*{Table of computed values}
\begin{verbatim}
strong-limit fraction, impurities, formula: 0.2945
strong-limit fraction, impurities, kinetic eq.: 0.2945
strong-limit fraction, acoustic, formula: 0.8836
strong-limit fraction, acoustic, kinetic eq.: 0.8836
largest loss, impurities: 70.5 %
largest loss, acoustic: 11.6 %
Monte Carlo vs e-e matrix, largest deviation: 0.59 %
impurity mobility fraction at n/N_I = 0.1: 0.8875
impurity mobility fraction at n/N_I = 0.3: 0.7604
impurity mobility fraction at n/N_I = 1: 0.5819
impurity mobility fraction at n/N_I = 3: 0.4427
impurity mobility fraction at n/N_I = 10: 0.3518
impurity mobility fraction at n/N_I = 100: 0.3010
g/<g> at E = 0.5 kT: no e-e 0.078, n=N_I 0.36, strong 1
g/<g> at E = 1 kT: no e-e 0.222, n=N_I 0.57, strong 1
g/<g> at E = 2 kT: no e-e 0.627, n=N_I 0.89, strong 1
g/<g> at E = 4 kT: no e-e 1.772, n=N_I 1.41, strong 1
momentum loss below kT, impurities, no e-e: 15.1 %
momentum loss below kT, strong e-e: 63.2 %
degenerate fraction, eta = 20, impurities: 0.9820
same from low-temperature formula: 0.9815
input: m = 0.1 m_e, eps_r = 12, T = 300 K
input: n = N_I = 1e+16 cm^-3
input: acoustic tau(kT) = 1 ps
effective density of states: 7.94e+17 cm^-3
screening length: 41.4 nm
Coulomb logarithm factor at 3 kT: 6.243
Born parameter e^2/(4 pi eps hbar v) at 3 kT: 0.35
impurity tau(kT): 1.570 ps
impurity mobility, no e-e: 1.246e+05 cm^2/(V s)
impurity mobility, actual e-e: 7.250e+04 cm^2/(V s)
impurity mobility, strong e-e: 3.670e+04 cm^2/(V s)
strong-limit fraction, energy-dependent log: 0.4075
acoustic mobility, no e-e: 13231 cm^2/(V s)
acoustic mobility, actual e-e: 12693 cm^2/(V s)
acoustic mobility, strong e-e: 11690 cm^2/(V s)
acoustic fraction, actual e-e: 0.9594
\end{verbatim}
